Anomalous Hall cancellation in a Rashba ferromagnet, and what survives it

A two-dimensional electron gas with Rashba coupling and an exchange field has Berry curvature. An electric field along y therefore drives a current along x without any orbital magnetic field. In a clean band structure this intrinsic Hall conductivity is finite, and it does not depend on how often electrons scatter. One might expect weak disorder to leave it nearly untouched. Yet when both spin subbands are occupied, the standard treatment of point-like Gaussian disorder gives zero in the limit of weak disorder.

The standard treatment is the non-crossing approximation: damping of the states in the Born approximation, plus the ladder of repeated scatterings. Within it the zero is a true result in the weak-disorder limit. For the full Gaussian model it is not, because diagrams with two crossed impurity lines are of the same order and do not vanish.

**The model and its Fermi circles**

With ħ = e = 1, take

H = k²/2m + α(k_y σ_x − k_x σ_y) + hσ_z + V(r), ⟨V(r)V(r′)⟩ = γδ(r − r′),

at zero temperature, with h > mα², Fermi energy μ > h and γ → 0. Conductivities are in e²/ħ; multiplying by 2π gives them in e²/h. The velocities are

v_x = k_x/m − ασ_y, v_y = k_y/m + ασ_x.

Write x = k²/2m. The subbands s = ±1 have energies ε_s = x + sλ, with λ² = h² + α²k² = h² + 2mα²x. At the Fermi energy x = μ − sλ, so

λ² + 2s mα²λ = h² + 2mα²μ.

Adding m²α⁴ completes the square:

λ_s + s mα² = λ_F, λ_F² = h² + 2mα²μ + m²α⁴.

Since k dk = m dx, the density of states is ν_s = m/(2π dε_s/dx). The slope is dε_s/dx = 1 + s mα²/λ_s = λ_F/λ_s, hence

ν_s = mλ_s/(2πλ_F).

Because λ₊ + λ₋ = 2λ_F, two sums follow:

ν₊ + ν₋ = m/π, ν₊/λ₊ − ν₋/λ₋ = 0.

Both need two Fermi circles and a parabolic band, and the cancellation rests on them.

**The intrinsic part**

The interband Kubo formula is

σ_int = ∫d²k/(2π)² Σ_n f_n 2 Im(v_x^{nm} v_y^{mn})/(ε_n − ε_m)², m ≠ n.

Let P_s = ½(1 + s n·σ) project on subband s, with n = (αk_y, −αk_x, h)/λ. Only the spin parts u_x = −ασ_y and u_y = ασ_x connect the subbands, and u_x u_y = iα²σ_z. In tr[P₊u_xP₋u_y] the imaginary terms are

¼{tr[(n·σ)u_xu_y] − tr[(n·σ)u_yu_x]} = ¼(2i + 2i)α²h/λ.

So Q ≡ Im(v_x^{+−}v_y^{−+}) = α²h/λ, and exchanging the subbands reverses its sign. The energy denominator is (2λ)². Where both subbands are filled the terms cancel, leaving the ring between the circles, where only the lower one is filled:

σ_int = −∫_ring (k dk/2π) α²h/(2λ³).

With α²k dk = λ dλ this becomes −(h/4π)(1/λ₊ − 1/λ₋). Since λ₋ − λ₊ = 2mα² and λ₊λ₋ = λ_F² − m²α⁴ = h² + 2mα²μ,

σ_int = −mα²h/[2π(h² + 2mα²μ)].

It vanishes with α or with h. For 2mα²μ ≫ h² it tends to −h/(4πμ), independent of α.

**The same number from the Fermi surface**

The Kubo–Streda formula splits the conductivity into a Fermi-surface and a Fermi-sea term. The surface term contains products of a retarded and an advanced Green function, G^R and G^A, and products of two of the same kind. The latter have no antisymmetric part, because tr[v_xGv_yG] = tr[v_yGv_xG] by cyclicity. What remains is the antisymmetric part of

(1/2π)∫d²k/(2π)² tr[v_x G^R v_y G^A].

For clean bands its interband part is −(Q/π) Im(G₋^R G₊^A) at each k. Insert G_s^R = P/(μ − ε_s) − iπδ(μ − ε_s), with P the principal value. On the upper circle μ − ε₋ = 2λ; on the lower one μ − ε₊ = −2λ. Therefore

Im(G₋^R G₊^A) = π[δ(μ − ε₊) + δ(μ − ε₋)]/(2λ),

and the bubble without vertex correction is

−Σ_s ν_s α²h/(2λ_s²) = −(mα²h/4πλ_F)(1/λ₊ + 1/λ₋) = −mα²h/(2πλ₊λ₋) = σ_int.

The Fermi-sea term is thus zero for μ > h. It has no product G^R G^A, and so no factor of the long scattering time; disorder changes it only by terms that vanish with γ. The question is then what the ladder does to the surface term.

**Damping that does not see the spin**

The Born self-energy is γ∫d²k/(2π)² G^R. Its anti-Hermitian part is

−iπγ Σ_s ½ν_s(1 + s(h/λ_s)σ_z) = −iγm/2,

where the in-plane spin averages out over angle and the σ_z term is removed by the second sum rule. All states are damped by the same Γ = γm/2, and the scattering time obeys 1/τ = 2Γ = γm. The Hermitian part only shifts μ and h by amounts of order γ. For strictly point-like disorder the shift of μ also contains the logarithm of a short-distance cutoff; it is absorbed in the value of μ.

Now (G^R)⁻¹ − (G^A)⁻¹ = 2iΓ = i/τ. Multiplying by G^A from the left and G^R from the right gives

G^A G^R = τA, A = i(G^R − G^A) → 2πδ(μ − H_k).

**The ladder removes the spin from the velocity**

The dressed vertex Λ_y solves

Λ_y = v_y + γ∫d²k/(2π)² G^R Λ_y G^A.

Try Λ_y = k_y/m. It is a number at each k, so the integral is (γτ/m)∫k_yA, with γτ = 1/m. In A only the spin component n_x = αk_y/λ survives the angular average, where k_y² → k²/2:

(1/m²) π Σ_s sν_s αk_s²/(2λ_s) σ_x = [α/(4mλ_F)](k₊² − k₋²)σ_x.

From k_s² = 2m(μ − sλ_s) we have k₊² − k₋² = −2m(λ₊ + λ₋) = −4mλ_F. The integral equals −ασ_x and cancels the spin term of v_y. The trial solution is correct:

Λ_y = k_y/m.

The Hall response is now

(1/2π)∫d²k/(2π)² τ(k_y/m) tr[v_xA] = τ∫d²k/(2π)² (k_y/m) Σ_s δ(μ − ε_s) ∂ε_s/∂k_x = 0,

because ∂ε_s/∂k_x is proportional to k_x. Replacing k_y by k_x gives the longitudinal conductivity. With ν_s dε_s/dk = k_s/2π it is τΣ_s k_s²/(4πm) = nτ/m, where n is here the electron density: the Drude value.

A vertex error of order γ might seem dangerous, since the response carries a factor τ. By symmetry the leading error in Λ_y points along σ_x. The part of its Hall response proportional to τ contains k_xk_y and averages to zero; the rest vanishes with γ. Further scattering can turn the error towards σ_y, but that costs another factor γ, which offsets τ, so this part also vanishes with γ. In the numerical solution, what the ladder leaves of the surface term falls as γ².

**What the cancellation means**

The Fermi-surface part of the density matrix is proportional to G^RΛ_yG^A. With the bare velocity it would be

τ(k_y/m)A + αG^Rσ_xG^A.

The first term is a drifting Fermi distribution: the first-order change of the Fermi function f(H_k) when H_k is replaced by H_k − uk_y, with a drift velocity u proportional to τ. It is not a rigid shift in k, which would leave the total spin unchanged. It commutes with H_k, so it mixes no subbands and carries no Hall current. The second contains the interband coherence driven by the field, and it supplies all of the intrinsic value.

Electrons also scatter into each state. A point-like, spin-independent impurity spreads them over all momenta and preserves their spin. The drifting distribution has a net spin, because spin is locked to momentum and the two subbands do not compensate each other, and so the arriving electrons bring a source −ασ_x. It is equal and opposite to the field's source +ασ_x. Disorder can cancel a current that does not depend on γ because the drift grows as τ while the rate of arrival falls as 1/τ.

**A worked case**

Take a mass of 0.05 electron masses, α = 0.03 eV nm, h = 10 meV and μ = 20 meV. Then mα² = 0.591 meV, and in e²/h

σ_int = −0.591 × 10/(100 + 2 × 0.591 × 20) = −0.0478,

or −1.85 µS. The Fermi wave numbers are 0.111 and 0.204 nm⁻¹, so the density is (0.111² + 0.204²)/4π = 0.0043 nm⁻², or 4.3 × 10¹¹ cm⁻². A mobility of 20000 cm²/Vs means τ = 0.57 ps and Γ = 0.58 meV, well below λ_F = 11.1 meV. The Drude conductivity is 35.6 e²/h.

Solving the ladder equation numerically at Γ = 0.002 meV gives a Hall conductivity of −7 × 10⁻¹¹ e²/h, whereas the bare bubble gives −0.0478 e²/h. At Γ = 0.58 meV the surface term with the ladder is still only −6 × 10⁻⁶ e²/h. Both remainders are for the damping fixed at its lowest-order, spin-independent value. If the damping is determined self-consistently, with μ and h held fixed, they still fall as γ² but change sign, to +8 × 10⁻¹¹ and +6 × 10⁻⁶ e²/h, so only their order of magnitude is meaningful. The Fermi-sea term is then the larger remainder: with the same uniform damping and no vertex corrections it is about −1 × 10⁻⁴ e²/h, and it falls in proportion to γ.

**Where the cancellation fails**

For |μ| < h only the lower circle exists. The damping becomes (πγν₋/2)(1 − (h/λ₋)σ_z), which depends on spin, and k₊² − k₋² loses its first member. With the other parameters fixed and μ = 0, the intrinsic part is −0.0287 e²/h and the non-crossing total is +0.0065 e²/h. At this Fermi energy, and in this approximation, disorder does not cancel the intrinsic current but reverses it. The reversal is not general: at μ = 4 meV the total is −0.004 e²/h, with the same sign as the intrinsic −0.039 e²/h. The crossed diagrams were not computed for one circle.

A nonparabolic band also breaks the sum rules. Replacing x by (E_g/2)[√(1 + 4x/E_g) − 1] with E_g = 400 meV, and keeping m, α, h and μ, gives a non-crossing total of 0.0004 e²/h. This is small, but far above the remainder of less than 10⁻⁶ e²/h that the finite damping leaves in the same calculation for the parabolic band.

**What two crossed lines add**

Let J_j = τ(k_j/m)A be the dressed current insertion. Two insertions and two impurity lines give γ²τ² = 1/m², so the disorder strength drops out. The ladder omits the processes in which two impurities, separated by r, are visited in crossed order by the amplitude (G^R) and its conjugate (G^A). Either each visits both impurities, or one makes three visits and the other one:

σ_c = (γ²/2π)∫d²r tr{J_y(−r)[J_x(r)G^R(−r)G^R(r) + G^A(r)J_x(−r)G^R(r) + G^A(r)G^A(−r)J_x(r)]},

antisymmetrized in x and y. If all four visits lie on one line, both scalar vertices sit at the same k, and the factor k_xk_y averages to zero.

The real-space Green function follows from partial fractions in x, with poles at μ − sλ_s:

G^R(r) = a + zσ_z + bw, w = (r_yσ_x − r_xσ_y)/r,
F = (im/4λ_F)[H₀(k₋r) − H₀(k₊r)],
a = −(im/4λ_F)[λ₋H₀(k₋r) + λ₊H₀(k₊r)], z = hF, b = −iαF′.

H₀ is the outgoing Hankel function and a prime means d/dr. Also G^A(r) = [G^R(−r)]† = a* + z*σ_z − b*w. With subscripts 1 and 2 for real and imaginary parts, A(r) = −2a₂ − 2z₂σ_z + 2ib₁w.

Since J_j(r) = −i(τ/m)∂_jA, the prefactor is −1/(2πm⁴). The antisymmetrized trace T does not depend on the direction of r, so take r along x, where w = −σ_y and ∂_yw = σ_x/r. Then

∂_xA(±r) = ±(p + uσ_z) − tσ_y, ∂_yA(±r) = qσ_x,
p = −2a₂′, u = −2z₂′, t = 2ib₁′, q = 2ib₁/r.

Using tr[σ_xσ_yσ_z] = 2i, the three terms give in order

4iqz(pb − ta),
−2iq[a*(tz + ub) + p(b*z + z*b) + a(b*u − z*t)],
4iqz*(pb* + ta*).

Exchanging x and y reverses the sign of each, so T is their sum. Inserting p, u, t and q, and using σ_c = −(1/m⁴)∫r T dr,

σ_c = (8/m⁴)∫₀^∞ dr b₁[−2a₂′(z₁b₁ − 3z₂b₂) + b₁′(2z₁a₂ + 6z₂a₁) + 2z₂′(a₁b₁ + a₂b₂)].

This reduction was tested at Γ = 2.5 meV against the matrix expression evaluated on a two-dimensional Fourier grid: both give 0.00404 e²/h. For Γ → 0 the integral is

σ_c = +0.00445 e²/h = 0.172 µS,

which is 9.3% of the intrinsic value in size and opposite in sign. At Γ = 0.58 meV the same integral gives 0.00442 e²/h; other corrections of first order in γ are not included in it. To leading order in weak disorder, with localization corrections left out, this is the anomalous Hall conductivity of the Gaussian model here. It comes from interference between different orders of visiting a pair of impurities, which deflects electrons to one side.

**Beside a real electron gas**

The parameters lie roughly in the range of magnetically doped narrow-gap semiconductor wells; the Rashba constant and the exchange energy are on the high side. Such wells are usually paramagnetic, so an exchange energy along z has to be induced by a perpendicular magnetic field. The ordinary Hall effect of that field is left out here, and it is far larger: at the mobility above, 0.063 mT already gives an ordinary Hall conductivity of about 0.0045 e²/h. The model itself describes a gas magnetized without such a field. At 4 K thermal activation across μ − h carries a factor of 2.5 × 10⁻¹³ and is negligible. Nonparabolicity, with the rough gap used above, gives the non-crossing part a value of about a tenth of the crossed contribution; how it changes the crossed contribution itself was not computed. Within the model, the assumption most open to doubt is point-like, spin-independent disorder. Remote charged donors scatter mainly through small angles, and magnetic ions scatter the two spins differently. Either removes the basis of the cancellation, and the present calculation does not say by how much the result then moves. The value 0.00445 e²/h is therefore a property of the model, not a forecast for a particular well. The numerical output lists the remaining values.

Numbers as computed

```
effective mass                       0.050 m_e
Rashba constant alpha                0.030 eV nm
exchange energy h                    10.00 meV
Fermi energy mu                      20.00 meV
M alpha^2                            0.5906 meV
lambda_F                             11.1342 meV
lambda on upper-subband circle       10.5437 meV
lambda on lower-subband circle       11.7248 meV
k_F upper subband                    0.11140 1/nm
k_F lower subband                    0.20404 1/nm
electron density                     4.3007e+11 1/cm^2
total DOS / (M/pi)                   1.0000000000
spin part / scalar part of damping   4.5e-16
mobility                             20000 cm^2/Vs
scattering time tau                  0.5686 ps
damping Gam = hbar/(2 tau)           0.5788 meV
Drude sigma_xx                       35.572 e^2/h
weak-limit damping used in tests     0.0020 meV
intrinsic sigma_xy                   -0.047771 e^2/h
intrinsic sigma_xy                   -1.8507 uS
bare bubble, weak limit              -0.047770 e^2/h
ladder sigma_xy, weak limit          -6.95e-11 e^2/h
dressed / bare spin vertex           3.81e-05
ladder sigma_xx / Drude              1.000142
ladder surface part, example Gam     -5.68e-06 e^2/h
one circle: Fermi energy             0.00 meV
one circle: intrinsic                -0.028657 e^2/h
one circle: non-crossing total       0.006479 e^2/h
nonparabolic: rough gap              400 meV
nonparabolic: non-crossing total     0.000381 e^2/h
crossed test: damping                2.50 meV
crossed test: radial formula         0.004041 e^2/h
crossed test: Fourier grid           0.004041 e^2/h
crossed sigma_xy, weak limit         0.004447 e^2/h
crossed sigma_xy, weak limit         0.1723 uS
shift on doubling the range          6.8e-11 e^2/h
crossed / intrinsic                  -0.09309
crossed sigma_xy, example Gam        0.004423 e^2/h
temperature                          4.0 K
k_B T                                0.3447 meV
thermal factor exp(-(mu-h)/kT)       2.5e-13
```
